\section*{Velocities of particles entering from a Maxwellian contact, and their sampling, part 1}

(Sections cited here and not found follow in the second part.)

\section{The entering distribution and its sampling}

A particle that enters a semiconductor region from a contact at temperature $T$ has some velocity component $v>0$ along the inward normal. For a classical gas of independent particles of mass $m$, the probability density $g(v)$ can depend on $k_BT$ and $m$ alone. The density of the gas decides how many particles enter, but it cannot shape the distribution of their velocities, because independent particles do not affect one another. A flat plane in a uniform gas supplies no length, and Planck's constant does not enter a classical count. The one velocity that can be formed from $k_BT$ and $m$ is $\sigma=\sqrt{k_BT/m}$, so
\begin{equation}
g(v)=\frac{1}{\sigma}\,G\!\left(\frac{v}{\sigma}\right),\qquad v=\sigma H(r),
\label{eq:form}
\end{equation}
where $G$ and $H$ are functions free of any parameter and $r$ is a random number distributed uniformly between 0 and 1. The prefactor $1/\sigma$ makes $g(v)\,dv$ a pure number. Heating the contact therefore stretches the velocity scale as $\sqrt T$ and leaves the shape of the distribution alone.

Dimensions do not determine $G$, and they do not say which mass to use when the band is anisotropic. Both questions are settled by counting the particles that cross the plane.

The contact is modelled as a uniform, field-free electron gas of density $N$ in equilibrium at temperature $T$. It fills the space behind a plane, and the unit normal $\hat{\mathbf n}$ points from the contact into the device. Particles that come back from the device are absorbed and have no influence on those that enter. The gas is non-degenerate, so that occupation follows the Boltzmann factor, and it has no drift. There is no potential barrier at the plane. The electrons belong for the moment to a single parabolic valley with energy
\begin{equation}
E=\tfrac12\,\mathbf p^{\mathsf T}W\mathbf p,\qquad
\mathbf v=\frac{\partial E}{\partial\mathbf p}=W\mathbf p .
\label{eq:band}
\end{equation}
Here $\mathbf p$ is the crystal momentum measured from the valley minimum and $W$ is the inverse-mass tensor, which is symmetric and positive definite. For an isotropic mass, $W$ is the unit matrix divided by $m$.

Equal volumes of momentum space hold equal numbers of states, so the density of particles in $\mathbf p$ is proportional to $e^{-E/k_BT}$. Since $\mathbf p=W^{-1}\mathbf v$, the energy is
\begin{equation}
E=\tfrac12\,(W^{-1}\mathbf v)^{\mathsf T}W(W^{-1}\mathbf v)
=\tfrac12\,\mathbf v^{\mathsf T}W^{-1}\mathbf v .
\end{equation}
The volume elements are related by $d^3p=d^3v/\det W$, a constant factor that normalization absorbs. The velocity density in the contact is thus a Gaussian,
\begin{equation}
F(\mathbf v)\propto\exp\!\left(-\frac{\mathbf v^{\mathsf T}W^{-1}\mathbf v}{2k_BT}\right).
\label{eq:gauss}
\end{equation}

To isolate the normal component, write the velocity as $(v_n,\mathbf v_t)$, with $\mathbf v_t$ the two components in the plane, and divide the tensor in the same way:
\begin{equation}
W=\begin{pmatrix}W_{nn}&\mathbf b^{\mathsf T}\\ \mathbf b&W_{tt}\end{pmatrix},
\qquad W_{nn}=\hat{\mathbf n}^{\mathsf T}W\hat{\mathbf n}.
\end{equation}
The vector $\mathbf b$ holds the elements that couple normal and tangential motion. Define
\begin{equation}
\mathbf c=\frac{\mathbf b}{W_{nn}},\qquad
S=W_{tt}-\frac{\mathbf b\mathbf b^{\mathsf T}}{W_{nn}},\qquad
L=\begin{pmatrix}1&0\\ \mathbf c&1\end{pmatrix}.
\label{eq:schur}
\end{equation}
Direct multiplication gives
\begin{equation}
L\begin{pmatrix}W_{nn}&0\\0&S\end{pmatrix}L^{\mathsf T}
=\begin{pmatrix}W_{nn}&W_{nn}\mathbf c^{\mathsf T}\\
W_{nn}\mathbf c&W_{nn}\mathbf c\mathbf c^{\mathsf T}+S\end{pmatrix}=W ,
\end{equation}
because $W_{nn}\mathbf c=\mathbf b$ and $W_{nn}\mathbf c\mathbf c^{\mathsf T}=\mathbf b\mathbf b^{\mathsf T}/W_{nn}$. As $W$ is positive definite and $L$ is invertible, $W_{nn}$ is positive and $S$ is positive definite. The inverse of $L$ has $-\mathbf c$ in place of $\mathbf c$, so it turns $(v_n,\mathbf v_t)$ into $(v_n,\mathbf w)$ with $\mathbf w=\mathbf v_t-\mathbf c\,v_n$. Hence
\begin{equation}
\mathbf v^{\mathsf T}W^{-1}\mathbf v
=\frac{v_n^2}{W_{nn}}+\mathbf w^{\mathsf T}S^{-1}\mathbf w .
\label{eq:split}
\end{equation}
The change from $\mathbf v_t$ to $\mathbf w$ at fixed $v_n$ is a shift and has unit Jacobian. The exponential in \eqref{eq:gauss} then factorizes: $v_n$ and $\mathbf w$ are independent Gaussian variables. The normal velocity in the contact has the density
\begin{equation}
f(v_n)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-v_n^2/2\sigma^2},\qquad
\sigma^2=k_BT\,W_{nn}=\frac{k_BT}{m_n},\qquad m_n=\frac1{W_{nn}} .
\label{eq:marginal}
\end{equation}
This identifies the mass. It is the inverse of the normal element of the inverse-mass tensor. When $\hat{\mathbf n}$ lies along a principal axis of the ellipsoid, $m_n$ is the principal mass on that axis; otherwise it mixes the principal masses.

Equation \eqref{eq:marginal} describes the particles present in a volume. The particles that enter form a different set. Consider an area $A$ of the plane and a time $dt$ so short that collisions during it can be neglected. A particle with velocity $\mathbf v$ and $v_n>0$ crosses $A$ within $dt$ if it starts inside the slanted cylinder that has base $A$ and edge $-\mathbf v\,dt$. The height of this cylinder is $v_n\,dt$ and its volume is $A v_n\,dt$, whatever the tangential velocity. The number entering with normal velocity between $v$ and $v+dv$ is therefore
\begin{equation}
dQ=N f(v)\,dv\;A\,v\,dt .
\label{eq:count}
\end{equation}
The factor $v$ is the flux weight. Fast particles are collected from a deeper layer, and particles with $v\to0$ hardly arrive at all.

The same count gives the time of entry. For each velocity the starting depths are spread uniformly between 0 and $v\,dt$, and the arrival time is depth divided by $v$. It is uniform between 0 and $dt$ for every $v$, hence independent of $v$. A simulation with a finite time step should give each new particle a uniformly drawn entry time and move it for the remainder of the step.

Dividing \eqref{eq:count} by $A\,dt$ and integrating over $v$ gives the inward flux. With $s=v/\sigma$,
\begin{equation}
\Phi=N\int_0^\infty v f(v)\,dv
=\frac{N\sigma}{\sqrt{2\pi}}\int_0^\infty s\,e^{-s^2/2}\,ds
=\frac{N\sigma}{\sqrt{2\pi}},
\label{eq:flux}
\end{equation}
since the integrand is the derivative of $-e^{-s^2/2}$ and the integral is 1. The density of entering velocities is the ratio $Nvf(v)/\Phi$. The factors $N$ and $\sqrt{2\pi}$ cancel, which leaves
\begin{equation}
g(v)=\frac{v}{\sigma^2}\,e^{-v^2/2\sigma^2}
=\frac{m_nv}{k_BT}\,\exp\!\left(-\frac{m_nv^2}{2k_BT}\right),\qquad v>0 .
\label{eq:g}
\end{equation}
This has the form \eqref{eq:form} with $G(s)=s\,e^{-s^2/2}$. It rises linearly from zero. Its derivative is $1-v^2/\sigma^2$ times a positive factor, so its maximum lies at $v=\sigma$.

A direct sampling formula follows from the probability that the entering velocity exceeds $v$:
\begin{equation}
P(v)=\int_v^\infty\frac{v'}{\sigma^2}\,e^{-v'^2/2\sigma^2}\,dv'
=e^{-v^2/2\sigma^2}.
\label{eq:tail}
\end{equation}
$P$ falls steadily from 1 at $v=0$ to 0 at infinity. Let $r$ be uniform on $(0,1]$ and define $v$ by $P(v)=r$. The sampled velocity exceeds a given value $v_0$ when $r<P(v_0)$, and for a uniform $r$ this happens with probability $P(v_0)$. The sampled velocities therefore have the required distribution. Taking the logarithm of $r=e^{-v^2/2\sigma^2}$ and the positive root gives
\begin{equation}
v=\sigma\sqrt{-2\ln r}=\sqrt{-\frac{2k_BT}{m_n}\ln r}\, .
\label{eq:sample}
\end{equation}
The logarithm is negative or zero, so the root is real. Small $r$ gives fast particles and $r$ near 1 gives slow ones. If a random-number generator can return 0 but not 1, its output should be replaced by one minus that output, which is equally uniform and avoids $\ln 0$. One random number gives one velocity, with no rejection and no table.

The formula has a simple reading in terms of energy. Define the normal energy $\varepsilon_n=m_nv^2/2$. Then \eqref{eq:sample} becomes
\begin{equation}
\varepsilon_n=-k_BT\ln r ,
\label{eq:energy}
\end{equation}
which is an exponential distribution with mean $k_BT$, whatever the mass. The reason lies in Hamilton's equation $v_n=\partial E/\partial p_n$. At fixed tangential momentum, $v_n\,dp_n=dE$, so the flux weight turns an integral over momentum into an integral over energy, and the Boltzmann factor alone remains. By \eqref{eq:split}, the energy at fixed tangential momentum is smallest where $v_n=0$: the velocity is $W\mathbf p$, its normal component is the derivative of $E$ with respect to $p_n$, and this vanishes at the minimum. The energy above that minimum is $\varepsilon_n$, because for a quadratic function with second derivative $W_{nn}$ the rise above the minimum is the slope squared divided by $2W_{nn}$.

The distribution \eqref{eq:g} is also that of the radius in a plane when two independent Cartesian components are Gaussian with variance $\sigma^2$. The joint density $e^{-R^2/2\sigma^2}/2\pi\sigma^2$ multiplied by the ring area $2\pi R\,dR$ is $g(R)\,dR$. Thus $\sqrt{X^2+Y^2}$, with two Gaussian numbers $X$ and $Y$, is an equivalent but less economical sampler.

The moments need the integrals $I_k=\int_0^\infty s^k e^{-s^2/2}ds$. The Gaussian integral gives $I_0=\sqrt{\pi/2}$, and $I_1=1$ was found above. Integration by parts gives $I_{k}=(k-1)I_{k-2}$ for $k\ge2$, so $I_2=\sqrt{\pi/2}$ and $I_3=2$. Therefore
\begin{align}
\langle v\rangle&=\sigma I_2=\sigma\sqrt{\pi/2},\label{eq:mean}\\
\langle v^2\rangle&=\sigma^2I_3=2\sigma^2,\\
\langle 1/v\rangle&=I_0/\sigma=\sqrt{\pi/2}\,/\sigma .
\end{align}
The second line again gives a mean normal energy $m_n\langle v^2\rangle/2=k_BT$. The variable $\mathbf w$ keeps its equilibrium distribution, since the flux weight contains $v_n$ alone. Its two quadratic energy terms contribute $k_BT/2$ each. An entering particle thus carries $2k_BT$ on average, compared with $3k_BT/2$ for a particle inside the contact.

The third line gives the density of the entering stream at the plane. Particles of velocity $v$ that arrive at a rate $\Phi g(v)\,dv$ per area occupy the density $\Phi g(v)\,dv/v$, so the total is
\begin{equation}
\Phi\left\langle\frac1v\right\rangle
=\frac{N\sigma}{\sqrt{2\pi}}\,\frac{1}{\sigma}\sqrt{\frac{\pi}{2}}=\frac N2 .
\end{equation}
In equilibrium the returning stream supplies the other half. The weighted injection is consistent with the density from which it was derived.

Suppose that the factor $v$ is left out and the positive half of the Gaussian is sampled instead, with density $h(v)=\sqrt{2/\pi}\,e^{-v^2/2\sigma^2}/\sigma$. Its mean square is $\sigma^2$, so the mean normal energy is $k_BT/2$ and the device is fed with particles that are too slow. If they are still injected at the rate $\Phi$, move without collisions and feel no field, those with velocities between $v_1$ and $v_2$, both far below $\sigma$, contribute the density
\begin{equation}
\Phi\int_{v_1}^{v_2}\frac{h(v)}{v}\,dv\simeq
\Phi\sqrt{\frac2\pi}\,\frac1\sigma\,\ln\frac{v_2}{v_1}.
\end{equation}
This grows without limit as $v_1\to0$: each decade of small velocities adds the same amount. In a finite simulation the excess appears as a density at the contact that depends on how long the run has lasted, because the slowest particles need the longest time to leave.

For a single parabolic valley, the normal velocity of entering particles follows the flux-weighted density \eqref{eq:g}, with the mass $m_n=1/W_{nn}$, and one random number samples it through \eqref{eq:sample}. It remains to sample the tangential motion, to treat several valleys and the number of particles injected per time step, and to apply the model to a silicon contact and examine its limits.
